# Correct total spin does not identify the ground state: atomic iridium: test program

```python
"""
Result under test: a correct <S^2> does not identify an orbital occupation.
Two quartets of a free Ir atom, 5d7 6s2 and 5d8 6s1, share S=3/2 and L=3
but differ in energy and density. S is total spin, L orbital momentum.
Gap means E(5d8 6s1) - E(5d7 6s2). <S^2> is in units of hbar^2.
The scalar-relativistic core potential leaves 17 explicit electrons.
zeta is the 5d spin-orbit constant in H_so = zeta * sum(l.s).
"""
from functools import reduce
from itertools import count as counter
import h5py
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, cc, mp, ao2mo, lib

lib.num_threads(1)
memory_names = counter()


def memory_storage(*args, **kwargs):
    """HDF5 work space held in memory, with no file behind it."""
    return h5py.File(f"memory_{next(memory_names)}", "w", driver="core",
                     backing_store=False, block_size=2 ** 24)


lib.H5TmpFile = memory_storage
EV = physical_constants["Hartree energy in eV"][0]
KB = physical_constants["Boltzmann constant in eV/K"][0]
D_NAMES = ["xy", "yz", "z2", "xz", "x2-y2"]


def make_atom(extra_f=False):
    basis = gto.basis.load("def2-tzvp", "Ir")
    if extra_f:
        basis = basis + [[3, [0.35, 1.0]], [3, [2.5, 1.0]]]
    return gto.M(atom="Ir 0 0 0", basis={"Ir": basis},
                 ecp={"Ir": "def2-tzvp"}, spin=3, verbose=0)


def angular_blocks(mol):
    """Cubic symmetry separates s, each real d component, and odd functions."""
    blocks = {name: [] for name in ["s"] + D_NAMES + ["odd"]}
    position = 0
    for shell in range(mol.nbas):
        ang = mol.bas_angular(shell)
        assert ang <= 3
        for _ in range(mol.bas_nctr(shell)):
            for component in range(2 * ang + 1):
                name = ("s" if ang == 0 else
                        D_NAMES[component] if ang == 2 else "odd")
                blocks[name].append(position)
                position += 1
    return blocks


def solve_scf(mol, alpha, beta, functional=None, occupied_first=True):
    """Converge a mean field with specified occupations in symmetry blocks."""
    blocks = angular_blocks(mol)
    size = mol.nao_nr()
    occupation = np.zeros((2, size))
    start = 0
    for name, indices in blocks.items():
        for spin, choice in enumerate((alpha, beta)):
            values = choice.get(name, [])
            occupation[spin, start:start + len(values)] = values
        start += len(indices)

    def block_eig(fock, overlap, *args, **kwargs):
        energies = np.zeros((2, size))
        orbitals = np.zeros((2, size, size))
        for spin in range(2):
            first = 0
            for indices in blocks.values():
                select = np.ix_(indices, indices)
                values, vectors = eigh(fock[spin][select], overlap[select])
                last = first + len(indices)
                energies[spin, first:last] = values
                orbitals[spin][np.ix_(indices, range(first, last))] = vectors
                first = last
        return energies, orbitals

    mf = scf.UHF(mol) if functional is None else dft.UKS(mol)
    if functional is not None:
        mf.xc = functional
    mf.eig = block_eig
    mf.get_occ = lambda *args, **kwargs: occupation.copy()
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    guess = np.asarray(scf.hf.init_guess_by_minao(mol))
    mf.kernel(dm0=np.array([guess / 2, guess / 2]))
    assert mf.converged
    if occupied_first:
        order = [np.argsort(-occupation[s], kind="stable") for s in range(2)]
        mf.mo_coeff = np.array([mf.mo_coeff[s][:, order[s]] for s in range(2)])
        mf.mo_energy = np.array([mf.mo_energy[s][order[s]] for s in range(2)])
        mf.mo_occ = np.array([occupation[s][order[s]] for s in range(2)])
    return mf


def occupied(mf):
    return [mf.mo_coeff[s][:, mf.mo_occ[s] > 0.5] for s in range(2)]


def spin_formula(alpha, beta, overlap):
    na, nb = alpha.shape[1], beta.shape[1]
    m = (na - nb) / 2
    return m * (m + 1) + nb - np.sum(abs(alpha.conj().T @ overlap @ beta) ** 2)


def full_gradient(mf):
    """Includes rotations between symmetry blocks, which SCF did not vary."""
    fock = np.asarray(mf.get_fock(dm=mf.make_rdm1()))
    result = []
    for spin in range(2):
        occ = mf.mo_occ[spin] > 0.5
        c = mf.mo_coeff[spin]
        result.append(np.max(abs(c[:, ~occ].T @ fock[spin] @ c[:, occ])))
    return max(result)


# Self-consistent solutions of the real atom.
atom = make_atom()
assert atom.nelectron == 17
alpha_shell = {"s": [1, 1], "odd": [1, 1, 1], **{d: [1] for d in D_NAMES}}
beta_choices = [
    {"s": [1, 1], "odd": [1, 1, 1], "z2": [1], "x2-y2": [1]},
    {"s": [1], "odd": [1, 1, 1], "xy": [1], "yz": [1], "xz": [1]},
]
labels = ["5d7 6s2", "5d8 6s1"]
hf = [solve_scf(atom, alpha_shell, choice) for choice in beta_choices]
pbe = [solve_scf(atom, alpha_shell, choice, "pbe") for choice in beta_choices]
overlap = atom.intor("int1e_ovlp")
r2_operator = atom.intor("int1e_r2")
blocks = angular_blocks(atom)
d_indices = sum((blocks[name] for name in D_NAMES), [])
hf_spins, pbe_spins, reports = [], [], []
for mf in hf:
    ca, cb = occupied(mf)
    s2 = spin_formula(ca, cb, overlap)
    assert abs(s2 - 3.75) < 0.03
    assert full_gradient(mf) < 1e-4
    density = np.asarray(mf.make_rdm1())
    pops = [np.diag(density[s] @ overlap) for s in range(2)]
    gaps = [np.min(mf.mo_energy[s][mf.mo_occ[s] < 0.5])
            - np.max(mf.mo_energy[s][mf.mo_occ[s] > 0.5]) for s in range(2)]
    hf_spins.append(s2)
    reports.append([sum(p[d_indices].sum() for p in pops),
                    sum(p[blocks["s"]].sum() for p in pops) - 2,
                    (pops[0] - pops[1])[d_indices].sum(),
                    (pops[0] - pops[1])[blocks["s"]].sum(),
                    float(np.einsum("sij,ji->", density, r2_operator)),
                    gaps[0] * EV, gaps[1] * EV])
for mf in pbe:
    s2 = spin_formula(*occupied(mf), overlap)
    assert abs(s2 - 3.75) < 0.03 and full_gradient(mf) < 1e-4
    pbe_spins.append(s2)
determinant_overlap = np.prod([
    np.linalg.det(occupied(hf[0])[s].T @ overlap @ occupied(hf[1])[s])
    for s in range(2)])
assert abs(determinant_overlap) < 1e-8

ccsd_energies, triples_energies, mp2_energies = [], [], []
for mf in hf:
    coupled = cc.UCCSD(mf)
    coupled.max_cycle = 100
    coupled.conv_tol = 1e-7
    coupled.kernel()
    assert coupled.converged
    ccsd_energies.append(mf.e_tot + coupled.e_corr)
    triples_energies.append(ccsd_energies[-1] + coupled.ccsd_t())
    perturbation = mp.UMP2(mf)
    perturbation.kernel()
    mp2_energies.append(mf.e_tot + perturbation.e_corr)
larger_atom = make_atom(extra_f=True)
larger_mp2 = []
for choice in beta_choices:
    mf = solve_scf(larger_atom, alpha_shell, choice)
    perturbation = mp.UMP2(mf)
    perturbation.kernel()
    larger_mp2.append(mf.e_tot + perturbation.e_corr)

gaps = {
    "UHF": (hf[1].e_tot - hf[0].e_tot) * EV,
    "PBE": (pbe[1].e_tot - pbe[0].e_tot) * EV,
    "MP2": np.diff(mp2_energies)[0] * EV,
    "MP2 with two extra f shells": np.diff(larger_mp2)[0] * EV,
    "CCSD": np.diff(ccsd_energies)[0] * EV,
    "CCSD(T)": np.diff(triples_energies)[0] * EV,
}
assert abs(gaps["UHF"]) > 1e-3

# Explicit many-electron operators for six spatial orbitals.
n_orb, n_modes = 6, 12
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0])
one = sp.identity(2)
annihilate = [reduce(lambda a, b: sp.kron(a, b, format="csr"),
              [parity] * p + [lower] + [one] * (n_modes - p - 1))
              for p in range(n_modes)]
create = [a.T.tocsr() for a in annihilate]
s_plus = sum(create[p] @ annihilate[p + 6] for p in range(6))
s_z = 0.5 * sum(create[p] @ annihilate[p]
                - create[p + 6] @ annihilate[p + 6] for p in range(6))
spin_squared_full = s_plus.T @ s_plus + s_z @ s_z + s_z

rng = np.random.default_rng(7)
random_a = np.linalg.qr(rng.normal(size=(6, 4)))[0]
random_b = np.linalg.qr(rng.normal(size=(6, 2)))[0]
vector = np.zeros(2 ** n_modes)
vector[0] = 1
for spin, coefficients in enumerate((random_a, random_b)):
    for column in coefficients.T:
        vector = sum(column[p] * (create[p + 6 * spin] @ vector)
                     for p in range(6))
explicit_s2 = vector @ (spin_squared_full @ vector)
formula_s2 = spin_formula(random_a, random_b, np.eye(6))
assert abs(explicit_s2 - formula_s2) < 1e-10

indices = np.array([i for i in range(2 ** n_modes) if bin(i).count("1") == 9])


def restrict(operator):
    return operator.tocsr()[indices][:, indices].toarray()


spin_squared = restrict(spin_squared_full)
excitations = np.array([[restrict(create[p] @ annihilate[q]
                + create[p + 6] @ annihilate[q + 6])
                for q in range(6)] for p in range(6)])
for p in range(6):
    for q in range(6):
        operator = excitations[p, q]
        assert np.max(abs(spin_squared @ operator
                          - operator @ spin_squared)) < 1e-10
quartet_states = int(np.sum(abs(np.linalg.eigvalsh(spin_squared) - 3.75) < 1e-8))
assert quartet_states == 80

# Spherical orbitals give an unbiased common basis for the shell calculation.
average = {"s": [1, 0.75], "odd": [1, 1, 1],
           **{name: [0.75] for name in D_NAMES}}
spherical = solve_scf(atom, average, average, occupied_first=False)
c = spherical.mo_coeff[0]
n_s = len(blocks["s"])
active = np.zeros((atom.nao_nr(), 6))
active[:, 0] = c[:, 1]
radial_d = c[blocks["xy"], n_s]
for k, name in enumerate(D_NAMES):
    active[blocks[name], k + 1] = radial_d
odd_start = atom.nao_nr() - len(blocks["odd"])
core = c[:, [0, odd_start, odd_start + 1, odd_start + 2]]
core_density = 2 * core @ core.T
coulomb, exchange = scf.hf.get_jk(atom, core_density)
one_body = active.T @ (spherical.get_hcore() + coulomb - exchange / 2) @ active
two_body = ao2mo.kernel(atom, active, compact=False).reshape(6, 6, 6, 6)
corrected = one_body - 0.5 * np.einsum("pqqs->ps", two_body)
hamiltonian = np.tensordot(corrected, excitations, axes=2)
for p in range(6):
    for q in range(6):
        hamiltonian += 0.5 * excitations[p, q] @ np.tensordot(
            two_body[p, q], excitations, axes=2)

# Angular momentum in the real d basis.
m_values = np.arange(-2, 3)
l_z = np.diag(m_values).astype(complex)
l_plus = np.zeros((5, 5), complex)
for k, m in enumerate(m_values[:-1]):
    l_plus[k + 1, k] = np.sqrt(6 - m * (m + 1))
l_x = (l_plus + l_plus.conj().T) / 2
l_y = (l_plus - l_plus.conj().T) / (2j)
root = 1 / np.sqrt(2)
real_d = np.zeros((5, 5), complex)
real_d[0, 0], real_d[4, 0] = 1j * root, -1j * root
real_d[1, 1], real_d[3, 1] = 1j * root, 1j * root
real_d[2, 2] = 1
real_d[1, 3], real_d[3, 3] = root, -root
real_d[0, 4], real_d[4, 4] = root, root
orbital_l = []
for matrix in (l_x, l_y, l_z):
    full = np.zeros((6, 6), complex)
    full[1:, 1:] = real_d.conj().T @ matrix @ real_d
    orbital_l.append(full)
total_l = [np.tensordot(matrix, excitations, axes=2) for matrix in orbital_l]
for operator in total_l:
    assert np.max(abs(hamiltonian @ operator - operator @ hamiltonian)) < 1e-7
l_squared = sum(operator @ operator for operator in total_l)


def determinant_position(beta_orbitals):
    modes = list(range(6)) + [6 + p for p in beta_orbitals]
    number = sum(1 << (n_modes - 1 - p) for p in modes)
    return int(np.searchsorted(indices, number))


positions = [determinant_position([0, 3, 5]), determinant_position([1, 2, 4])]
shell_energies = []
for position in positions:
    energy = hamiltonian[position, position]
    residual = hamiltonian[:, position].copy()
    residual[position] -= energy
    assert np.linalg.norm(residual) < 1e-7
    for operator, value in ((spin_squared, 3.75), (l_squared, 12.0)):
        residual = operator[:, position].copy()
        residual[position] -= value
        assert np.linalg.norm(residual) < 1e-8
    shell_energies.append(energy)
raw_shell_gap = (shell_energies[1] - shell_energies[0]) * EV

# Align configuration energies, then estimate the omitted spin-orbit effect.
d_number = sum(excitations[p, p] for p in range(1, 6))
shift = (gaps["CCSD(T)"] - raw_shell_gap) / EV
aligned = hamiltonian + shift * (d_number - 7 * np.eye(len(indices)))
high_spin = [i for i, number in enumerate(indices) if number >> 6 == 63]
assert len(high_spin) == 20
quartet_energies = np.linalg.eigvalsh(aligned[np.ix_(high_spin, high_spin)])
quartet_spread = np.ptp(quartet_energies) * EV
zeta_ev = 0.5
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1])]
spin_orbit_one = zeta_ev / EV * sum(np.kron(s / 2, l)
                                   for s, l in zip(pauli, orbital_l))
spin_orbit_full = sp.csr_matrix((2 ** n_modes, 2 ** n_modes), dtype=complex)
for p, q in np.argwhere(abs(spin_orbit_one) > 1e-14):
    spin_orbit_full = spin_orbit_full + spin_orbit_one[p, q] * (
        create[p] @ annihilate[q])
spin_orbit = restrict(spin_orbit_full)
free_values, free_vectors = np.linalg.eigh(aligned)
first_order = []
for position in positions:
    members = abs(free_values - aligned[position, position]) < 1e-7
    assert members.sum() == 28
    vectors = free_vectors[:, members]
    lowest = np.linalg.eigvalsh(vectors.conj().T @ spin_orbit @ vectors)[0] * EV
    assert abs(lowest + 1.5 * zeta_ev) < 1e-6
    first_order.append(lowest)

values, vectors = np.linalg.eigh(aligned + spin_orbit)
weights = abs(vectors) ** 2
configuration_weights = np.array([
    weights[np.rint(np.diag(d_number)) == count].sum(axis=0)
    for count in (7, 8, 9)])
spin_values = np.einsum("ij,ik,kj->j", vectors.conj(), spin_squared,
                        vectors, optimize=True).real
levels = []
start = 0
while start < len(values):
    stop = start + 1
    while stop < len(values) and values[stop] - values[start] < 1e-7:
        stop += 1
    levels.append([values[start], stop - start,
                   spin_values[start:stop].mean(),
                   *configuration_weights[:, start:stop].mean(axis=1)])
    start = stop
lowest_d7 = next(level for level in levels if level[3] > 0.5)
lowest_d8 = next(level for level in levels if level[4] > 0.5)
spin_orbit_gap = (lowest_d8[0] - lowest_d7[0]) * EV
temperature = 2600.0
boltzmann = np.exp(-(values - values[0]) * EV / (KB * temperature))
boltzmann /= boltzmann.sum()
thermal_shares = configuration_weights @ boltzmann
assert abs(thermal_shares.sum() - 1) < 1e-10

print("Ir atom, def2-TZVP; explicit electrons:", atom.nelectron)
print("Number of basis functions:", atom.nao_nr())
print(f"Spin test, explicit operator / formula: {explicit_s2:.8f} / {formula_s2:.8f} hbar^2")
print("Shell determinants / quartet states:", len(indices), "/", quartet_states)
print("Independent quartets at maximum spin projection:", len(high_spin))
for i, label in enumerate(labels):
    r = reports[i]
    print(f"{label}: UHF energy = {hf[i].e_tot:.8f} hartree")
    print(f"{label}: <S^2> UHF / PBE = {hf_spins[i]:.5f} / {pbe_spins[i]:.5f} hbar^2")
    print(f"{label}: UHF 5d / 6s electrons = {r[0]:.3f} / {r[1]:.3f}")
    print(f"{label}: UHF unpaired d / s electrons = {r[2]:.3f} / {r[3]:.3f}")
    print(f"{label}: UHF sum of <r^2> = {r[4]:.3f} bohr^2")
    print(f"{label}: UHF alpha / beta orbital gap = {r[5]:.3f} / {r[6]:.3f} eV")
print(f"Overlap magnitude of the two UHF determinants: {abs(determinant_overlap):.1e}")
for method, gap in gaps.items():
    print(f"Gap, {method}: {gap:.4f} eV")
print(f"Shell gap before alignment: {raw_shell_gap:.4f} eV")
print(f"Energy spread of the quartets after alignment: {quartet_spread:.4f} eV")
print(f"Rough input, 5d spin-orbit constant: {zeta_ev:.1f} eV")
print(f"Lowest first-order shifts, d7s2 / d8s1: {first_order[0]:.4f} / {first_order[1]:.4f} eV")
for number, level in enumerate(levels[:5], 1):
    print(f"Spin-orbit level {number}: {(level[0]-values[0])*EV:.4f} eV, degeneracy {level[1]}")
    print(f"  <S^2> = {level[2]:.4f} hbar^2; d7/d8/d9 = {level[3]:.3f}/{level[4]:.3f}/{level[5]:.3f}")
print(f"Gap of lowest mainly d8 and d7 levels: {spin_orbit_gap:.4f} eV")
print(f"Spin-orbit change of this gap: {spin_orbit_gap-gaps['CCSD(T)']:.4f} eV")
print(f"Rough evaporation temperature: {temperature:.0f} K; kT = {KB*temperature:.4f} eV")
print("Thermal d7 / d8 / d9 shares: " + " / ".join(f"{x:.4f}" for x in thermal_shares))
print("ALL CHECKS PASSED")
```

It prints:

```
Ir atom, def2-TZVP; explicit electrons: 17
Number of basis functions: 40
Spin test, explicit operator / formula: 2.23209138 / 2.23209138 hbar^2
Shell determinants / quartet states: 220 / 80
Independent quartets at maximum spin projection: 20
5d7 6s2: UHF energy = -103.44321379 hartree
5d7 6s2: <S^2> UHF / PBE = 3.76752 / 3.75549 hbar^2
5d7 6s2: UHF 5d / 6s electrons = 7.000 / 2.000
5d7 6s2: UHF unpaired d / s electrons = 3.000 / 0.000
5d7 6s2: UHF sum of <r^2> = 57.061 bohr^2
5d7 6s2: UHF alpha / beta orbital gap = 10.420 / 9.091 eV
5d8 6s1: UHF energy = -103.43713301 hartree
5d8 6s1: <S^2> UHF / PBE = 3.75271 / 3.75047 hbar^2
5d8 6s1: UHF 5d / 6s electrons = 8.000 / 1.000
5d8 6s1: UHF unpaired d / s electrons = 2.000 / 1.000
5d8 6s1: UHF sum of <r^2> = 52.480 bohr^2
5d8 6s1: UHF alpha / beta orbital gap = 9.571 / 9.465 eV
Overlap magnitude of the two UHF determinants: 0.0e+00
Gap, UHF: 0.1655 eV
Gap, PBE: -0.1317 eV
Gap, MP2: 0.2425 eV
Gap, MP2 with two extra f shells: 0.2256 eV
Gap, CCSD: 0.3144 eV
Gap, CCSD(T): 0.3376 eV
Shell gap before alignment: -0.5467 eV
Energy spread of the quartets after alignment: 1.8008 eV
Rough input, 5d spin-orbit constant: 0.5 eV
Lowest first-order shifts, d7s2 / d8s1: -0.7500 / -0.7500 eV
Spin-orbit level 1: 0.0000 eV, degeneracy 10
  <S^2> = 3.3253 hbar^2; d7/d8/d9 = 0.994/0.006/0.000
Spin-orbit level 2: 0.5666 eV, degeneracy 10
  <S^2> = 3.6744 hbar^2; d7/d8/d9 = 0.005/0.995/0.000
Spin-orbit level 3: 0.8822 eV, degeneracy 4
  <S^2> = 1.5092 hbar^2; d7/d8/d9 = 0.743/0.253/0.004
Spin-orbit level 4: 0.9557 eV, degeneracy 8
  <S^2> = 3.5607 hbar^2; d7/d8/d9 = 0.950/0.050/0.000
Spin-orbit level 5: 1.0863 eV, degeneracy 6
  <S^2> = 2.5230 hbar^2; d7/d8/d9 = 0.807/0.179/0.014
Gap of lowest mainly d8 and d7 levels: 0.5666 eV
Spin-orbit change of this gap: 0.2290 eV
Rough evaporation temperature: 2600 K; kT = 0.2241 eV
Thermal d7 / d8 / d9 shares: 0.9153 / 0.0846 / 0.0001
ALL CHECKS PASSED
```
